# Electromigration Flux Divergence from a Temperature Gradient in a Metal Line: test program

```python
# Electromigration in a temperature gradient.
# Result under test: for J = C D Z e rho j/(k T), D = D0 exp(-E/kT), with
# uniform C and Z and div j = 0,
#     div J = beta J.grad T,  beta = E/(k T^2) - 1/T + (d rho/dT)/rho.
# C: atoms per volume, Z: signed effective charge, rho: resistivity,
# j: conventional current density, E: activation energy of diffusion.
# The line runs along x, the direction of ELECTRON flow, so j_x < 0.
# SI units inside; engineering units in the printed output.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_bvp
from scipy.linalg import expm, solve_banded
from scipy.optimize import minimize_scalar

kB, e = sc.k, sc.e
um, hour = 1e-6, 3600.0

# Round, rough model parameters
T0 = 573.0                 # temperature of the line ends, K
T_use = 378.0              # temperature of use, K
E = 0.9 * e                # activation energy, J
D0 = 1e-9                  # effective diffusion prefactor, m^2/s
C = 8e28                   # atoms per m^3
Z = -1.0                   # effective charge number
rho0 = 4e-8                # resistivity at T0, ohm m
rho_slope = 6.5e-11        # d rho/dT, ohm m/K
j = 2e10                   # magnitude of current density, A/m^2
width = height = 1 * um
length = 300 * um
area = width * height
k_low, k_oxide = 0.3, 1.4  # dielectric heat conductivities, W/(m K)
shape = 1.5                # heat loss per length and kelvin = shape*k_diel
diel_thickness = 2 * um
lorenz = np.pi**2 / 3 * (kB / e)**2
k_metal = lorenz * T0 / rho0
Q_transport = 0.1 * e      # size of heat of transport, J
thomson = 2e-6             # size of Thomson coefficient, V/K
modulus = 1e10             # effective modulus of confined line, Pa
omega = 1 / C              # atomic volume


def resistivity(T):
    return rho0 + rho_slope * (T - T0)


def diffusivity(T):
    return D0 * np.exp(-E / (kB * T))


def atomic_flux(T, current=-j, charge=Z):
    return (C * diffusivity(T) * charge * e * resistivity(T)
            * current / (kB * T))


def beta(T):
    return E / (kB * T**2) - 1 / T + rho_slope / resistivity(T)


def log_derivative(function, T, step=0.01):
    return (np.log(abs(function(T + step)))
            - np.log(abs(function(T - step)))) / (2 * step)


# Drift law from a master equation for biased hopping (lattice units)
bias = 0.01                # half of force*spacing/(kT)
sites = np.arange(-40, 41)
generator = np.zeros((81, 81))
for site in range(81):
    for move in (1, -1):
        if 0 <= site + move < 81:
            rate = np.exp(move * bias)
            generator[site + move, site] += rate
            generator[site, site] -= rate
probability = expm(5.0 * generator)[:, 40]
mean = probability @ sites
variance = probability @ sites**2 - mean**2
drift_over_diffusion = mean / (variance / 2)
assert abs(drift_over_diffusion / (2 * bias) - 1) < 1e-4  # order bias^2

# Logarithmic derivative from differences of the flux itself
for T in (T_use, T0, 650.0):
    assert abs(log_derivative(atomic_flux, T) / beta(T) - 1) < 1e-7

# Temperature-dependent charge: pure wind, and direct part +1 plus wind
T = 600.0
wind_slope = log_derivative(
    lambda t: atomic_flux(t, charge=Z * rho0 / resistivity(t)), T)
assert abs(wind_slope / (E / (kB * T**2) - 1 / T) - 1) < 1e-7


def mixed_charge(t):
    return 1.0 - 2.0 * rho0 / resistivity(t)


mixed_slope = log_derivative(
    lambda t: atomic_flux(t, charge=mixed_charge(t)), T)
mixed_formula = (E / (kB * T**2) - 1 / T
                 + rho_slope / (mixed_charge(T) * resistivity(T)))
assert abs(mixed_slope / mixed_formula - 1) < 1e-7

# With constant resistivity the flux is largest at kT = E
peak = minimize_scalar(
    lambda t: -np.log(atomic_flux(t) / resistivity(t)),
    bounds=(3000, 30000), method="bounded", options={"xatol": 1e-3})
assert abs(peak.x * kB / E - 1) < 1e-4


# Three dimensions: a non-uniform, divergence-free current (lengths in um)
def temperature_3d(r):
    x, y, z = r
    return np.array([T0 + 20 * np.sin(x) + 8 * y * z + 5 * y])


def current_3d(r):
    x, y, z = r
    return j * np.array([1 + 0.2 * np.sin(y), 0.3 * np.cos(x), 0.1 * x * y])


def jacobian(field, r, step=1e-4):
    columns = [(field(r + step * axis) - field(r - step * axis)) / (2 * step)
               for axis in np.eye(3)]
    return np.array(columns).T


point = np.array([0.4, 0.7, -0.3])
T_point = temperature_3d(point)[0]
grad_T = jacobian(temperature_3d, point)[0]
flux_jac = jacobian(
    lambda r: atomic_flux(temperature_3d(r)[0], current_3d(r)), point)
flux_point = atomic_flux(T_point, current_3d(point))
assert abs(np.trace(flux_jac)
           / (beta(T_point) * flux_point @ grad_T) - 1) < 1e-5

# A uniform current across a transverse gradient gives a field with curl
uniform = np.array([j, 0.0, 0.0])
field_jac = jacobian(
    lambda r: resistivity(temperature_3d(r)[0]) * uniform, point)
curl = np.array([field_jac[2, 1] - field_jac[1, 2],
                 field_jac[0, 2] - field_jac[2, 0],
                 field_jac[1, 0] - field_jac[0, 1]])
expected_curl = rho_slope * np.cross(grad_T, uniform)
assert np.linalg.norm(curl - expected_curl) < 1e-5 * np.linalg.norm(curl)
assert np.linalg.norm(expected_curl) > 0


# Self-heated line: closed form and independent numerical solution
def heat_parameters(k_diel):
    inverse_square = (shape * k_diel / (k_metal * area)
                      - j**2 * rho_slope / k_metal)
    assert inverse_square > 0      # no thermal runaway
    decay = inverse_square**-0.5
    return decay, j**2 * rho0 * decay**2 / k_metal


def line_temperature(x, k_diel=k_low):
    decay, rise = heat_parameters(k_diel)
    return T0 + rise * (1 - np.cosh((x - length / 2) / decay)
                        / np.cosh(length / (2 * decay)))


def line_gradient(x, k_diel=k_low):
    decay, rise = heat_parameters(k_diel)
    return (-rise / decay * np.sinh((x - length / 2) / decay)
            / np.cosh(length / (2 * decay)))


def numerical_line(k_diel, variable_conductivity=False):
    def equations(s, y):
        T = T0 + y[0]
        ratio = 1.0
        if variable_conductivity:
            ratio = T * rho0 / (T0 * resistivity(T))
        balance = shape * k_diel * y[0] - j**2 * resistivity(T) * area
        return np.vstack((y[1] / ratio,
                          length**2 * balance / (k_metal * area)))
    mesh = np.linspace(0, 1, 401)
    answer = solve_bvp(equations, lambda a, b: np.array([a[0], b[0]]),
                       mesh, np.zeros((2, 401)), tol=1e-8, max_nodes=50000)
    assert answer.success
    return answer.sol


grid = np.linspace(0, length, 3001)
solutions = {k: numerical_line(k) for k in (k_low, k_oxide)}
for k_diel, solution in solutions.items():
    difference = T0 + solution(grid / length)[0] - line_temperature(
        grid, k_diel)
    assert np.max(abs(difference)) < 1e-4
    decay, rise = heat_parameters(k_diel)
    end_gradient = (j**2 * rho0 * decay / k_metal
                    * np.tanh(length / (2 * decay)))
    assert abs(solution(0.0)[1] / length / end_gradient - 1) < 1e-5
steep_low = solutions[k_low](0.0)[1] / length
steep_oxide = solutions[k_oxide](0.0)[1] / length
assert steep_low > steep_oxide
variable_rise = numerical_line(k_low, True)(0.5)[0]

# Flux divergence along the numerical temperature profile
station = 10 * um
step = 0.2 * um
for x in (station, length - station):
    T_sides = T0 + solutions[k_low](
        np.array([x - step, x + step]) / length)[0]
    numerical_div = np.diff(atomic_flux(T_sides))[0] / (2 * step)
    T_here = line_temperature(x)
    formula_div = atomic_flux(T_here) * beta(T_here) * line_gradient(x)
    assert abs(numerical_div / formula_div - 1) < 1e-3
    assert (formula_div > 0) == (x < length / 2)

T_s = line_temperature(station)
grad_s = line_gradient(station)
J_s = atomic_flux(T_s)
div_s = J_s * beta(T_s) * grad_s
T_mid = line_temperature(length / 2)
J_end, J_mid = atomic_flux(T0), atomic_flux(T_mid)
closed_ratio = (T0 / T_mid * resistivity(T_mid) / rho0
                * np.exp(E / kB * (1 / T0 - 1 / T_mid)))
integral_ratio = np.exp(quad(beta, T0, T_mid)[0])
assert abs(closed_ratio / integral_ratio - 1) < 1e-9
assert abs(J_mid / J_end / integral_ratio - 1) < 1e-9


def divergence_profile(x, k_diel):
    T = line_temperature(x, k_diel)
    return atomic_flux(T) * beta(T) * line_gradient(x, k_diel)


half = grid[grid <= length / 2]
div_low = divergence_profile(half, k_low)
div_oxide = divergence_profile(half, k_oxide)


# Neglected thermomigration, for a positive heat of transport
def thermal_flux(x):
    T = line_temperature(x)
    return (-C * diffusivity(T) * Q_transport * line_gradient(x)
            / (kB * T**2))


thermal_div = np.gradient(thermal_flux(half), half, edge_order=2)
thermal_div_s = np.interp(station, half, thermal_div)

# Neglected back-stress: line with blocked ends, stress-free at the start.
# Tension sigma (positive) attracts atoms; depletion raises it.
cells = 750
dx = length / cells
faces = dx * np.arange(1, cells)
centres = dx * (np.arange(cells) + 0.5)
T_faces = line_temperature(faces)
mobility = diffusivity(T_faces) / (kB * T_faces)
drift = np.concatenate(([0], atomic_flux(T_faces) * omega, [0]))
source = modulus * np.diff(drift) / dx
coupling = modulus * omega * mobility / dx**2
dt = 0.1 * hour
bands = np.zeros((3, cells))
bands[0, 1:] = bands[2, :-1] = -dt * coupling
bands[1] = 1.0
bands[1, :-1] += dt * coupling
bands[1, 1:] += dt * coupling
stress = np.zeros(cells)
station_stress, end_stress = {}, {}
for count in range(1, 1001):
    stress = solve_banded((1, 1), bands, stress + dt * source)
    if count in (10, 100, 1000):
        hours = count // 10
        station_stress[hours] = np.interp(station, centres, stress)
        end_stress[hours] = stress[0]
stress_rate = modulus * omega * div_s
assert abs(station_stress[1] / (stress_rate * hour) - 1) < 0.01


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


decay, rise = heat_parameters(k_low)
decay_ox, rise_ox = heat_parameters(k_oxide)
show("End temperature", T0, "K")
show("Activation energy", E / e, "eV")
show("Diffusion prefactor", D0 * 1e4, "cm2/s")
show("Atomic concentration", C * 1e-6, "cm^-3")
show("Effective charge number", Z)
show("Resistivity at end", rho0 * 1e8, "uohm cm")
show("Resistivity slope", rho_slope * 1e8, "uohm cm/K")
show("Current density", j * 1e-10, "MA/cm2")
show("Line width and height", width / um, "um")
show("Line length", length / um, "um")
show("Metal heat conductivity", k_metal, "W/(m K)", 4)
show("Low-k heat conductivity", k_low, "W/(m K)")
show("Oxide-like heat conductivity", k_oxide, "W/(m K)")
show("Heat-loss shape factor", shape)
show("Low-k thermal decay length", decay / um, "um", 4)
show("Low-k long-line rise", rise, "K", 4)
show("Low-k mid-line temperature", T_mid, "K")
show("Low-k end gradient", steep_low * um, "K/um", 4)
show("Oxide-like decay length", decay_ox / um, "um", 4)
show("Oxide-like long-line rise", rise_ox, "K", 4)
show("Oxide-like end gradient", steep_oxide * um, "K/um", 4)
show("Peak depletion, low-k/oxide-like", div_low.max() / div_oxide.max())
show("Peak depletion position, low-k", half[div_low.argmax()] / um, "um", 3)
show("Station from cathode end", station / um, "um")
show("Station temperature", T_s, "K")
show("Station gradient", grad_s * um, "K/um", 4)
show("Station E/(kT^2)", E / (kB * T_s**2), "1/K")
show("Station -1/T", -1 / T_s, "1/K")
show("Station resistivity term", rho_slope / resistivity(T_s), "1/K")
show("Station beta", beta(T_s), "1/K")
show("Station atomic flux", J_s * 1e-4, "cm^-2 s^-1", 4)
show("Station flux divergence", div_s * 1e-6, "cm^-3 s^-1", 4)
show("Station fractional loss rate", div_s / C * hour, "1/h", 4)
show("End drift speed", J_end / C * 1e9 * hour, "nm/h", 4)
show("Station drift speed", J_s / C * 1e9 * hour, "nm/h", 4)
show("Mid-line drift speed", J_mid / C * 1e9 * hour, "nm/h", 4)
show("Mid-line/end flux ratio", J_mid / J_end, "", 4)
show("Beta at 573 K end", beta(T0), "1/K")
show("Temperature of use", T_use, "K")
show("Beta at temperature of use", beta(T_use), "1/K")
show("Constant-rho flux peak", peak.x, "K")
show("Pure-wind beta at 600 K", wind_slope, "1/K")
show("Direct +1 plus wind beta at 600 K", mixed_slope, "1/K")
show("Constant-charge beta at 600 K", beta(600.0), "1/K")
show("Heat of transport, rough size", Q_transport / e, "eV")
show("Thermo/electro flux at station", thermal_flux(station) / J_s, "", 3)
show("Thermo/electro divergence there", thermal_div_s / div_s, "", 3)
show("Largest thermo/peak electro divergence",
     np.max(abs(thermal_div)) / div_low.max(), "", 3)
show("Effective modulus", modulus * 1e-9, "GPa")
show("Initial station stress rate", stress_rate * hour * 1e-6, "MPa/h", 4)
for hours in (1, 10, 100):
    print(f"Stress after {hours} h, station and cathode end: "
          f"{station_stress[hours]*1e-6:.4g}, "
          f"{end_stress[hours]*1e-6:.4g} MPa")
show("Mid-line rise, variable conductivity", variable_rise, "K", 4)
show("Thomson/Joule heat at end", thomson * steep_low / (j * rho0), "", 2)
show("Dielectric/metal axial heat flow",
     k_low * diel_thickness**2 / (k_metal * area), "", 2)
show("Temperature drop inside line/rise", shape * k_low / k_metal, "", 2)
print("checks complete")
```

It prints:

```
End temperature: 573 K
Activation energy: 0.9 eV
Diffusion prefactor: 1e-05 cm2/s
Atomic concentration: 8e+22 cm^-3
Effective charge number: -1
Resistivity at end: 4 uohm cm
Resistivity slope: 0.0065 uohm cm/K
Current density: 2 MA/cm2
Line width and height: 1 um
Line length: 300 um
Metal heat conductivity: 350 W/(m K)
Low-k heat conductivity: 0.3 W/(m K)
Oxide-like heat conductivity: 1.4 W/(m K)
Heat-loss shape factor: 1.5
Low-k thermal decay length: 28.73 um
Low-k long-line rise: 37.74 K
Low-k mid-line temperature: 610.33 K
Low-k end gradient: 1.313 K/um
Oxide-like decay length: 12.99 um
Oxide-like long-line rise: 7.715 K
Oxide-like end gradient: 0.5939 K/um
Peak depletion, low-k/oxide-like: 2.2154
Peak depletion position, low-k: 1.6 um
Station from cathode end: 10 um
Station temperature: 584.09 K
Station gradient: 0.9273 K/um
Station E/(kT^2): 0.030613 1/K
Station -1/T: -0.0017121 1/K
Station resistivity term: 0.0015962 1/K
Station beta: 0.030497 1/K
Station atomic flux: 2.221e+12 cm^-2 s^-1
Station flux divergence: 6.281e+14 cm^-3 s^-1
Station fractional loss rate: 2.826e-05 1/h
End drift speed: 0.7079 nm/h
Station drift speed: 0.9994 nm/h
Mid-line drift speed: 2.149 nm/h
Mid-line/end flux ratio: 3.036
Beta at 573 K end: 0.03169 1/K
Temperature of use: 378 K
Beta at temperature of use: 0.072828 1/K
Constant-rho flux peak: 10444 K
Pure-wind beta at 600 K: 0.027345 1/K
Direct +1 plus wind beta at 600 K: 0.025645 1/K
Constant-charge beta at 600 K: 0.028901 1/K
Heat of transport, rough size: 0.1 eV
Thermo/electro flux at station: -0.195
Thermo/electro divergence there: 0.0662
Largest thermo/peak electro divergence: 0.108
Effective modulus: 10 GPa
Initial station stress rate: 0.2826 MPa/h
Stress after 1 h, station and cathode end: 0.2825, 7.819 MPa
Stress after 10 h, station and cathode end: 2.977, 30.63 MPa
Stress after 100 h, station and cathode end: 53.26, 116.1 MPa
Mid-line rise, variable conductivity: 37.32 K
Thomson/Joule heat at end: 0.0033
Dielectric/metal axial heat flow: 0.0034
Temperature drop inside line/rise: 0.0013
checks complete
```
